\section*{Critical temperature of the Dicke model from coherent states and self-consistency}

\section{A case that can be summed directly}

Let $N$ atoms, each with two degenerate levels, share one field mode of frequency $\omega$. With $\hbar=1$ and the zero-point energy dropped, take
\begin{equation}
H_0=\omega a^\dagger a+\frac{g}{\sqrt N}(a+a^\dagger)M,\qquad M=\sum_{j=1}^N\sigma^x_j ,
\end{equation}
where $[a,a^\dagger]=1$ and $g>0$. Since $M$ commutes with $H_0$, it may be treated as a number. The shifted operator $b=a+gM/(\omega\sqrt N)$ also obeys $[b,b^\dagger]=1$, and expanding $\omega b^\dagger b$ shows that
\begin{equation}
H_0=\omega b^\dagger b-\frac{g^2M^2}{N\omega}.
\end{equation}
The field has given every pair of atoms the same attraction, which favours equal values of $\sigma^x$. With $\beta=1/kT$, the oscillator trace is a geometric series:
\begin{equation}
Z_0=\frac{1}{1-e^{-\beta\omega}}\sum_{\{\sigma^x_j=\pm1\}}e^{\beta g^2M^2/(N\omega)} .
\label{eq:special}
\end{equation}

Put $M=Nm$. By Stirling's formula the number of configurations with this $m$ is $e^{Ns(m)}$ to leading exponential order, with
\begin{equation}
s(m)=-\frac{1+m}{2}\ln\frac{1+m}{2}-\frac{1-m}{2}\ln\frac{1-m}{2},\qquad s'(m)=-\operatorname{artanh}m .
\end{equation}
For large $N$ the sum is governed by the maximum of $\beta g^2m^2/\omega+s(m)$, where
\begin{equation}
\frac{2\beta g^2}{\omega}\,m=\operatorname{artanh}m .
\end{equation}
The ratio $\operatorname{artanh}m/m=1+m^2/3+\dots$ has positive coefficients and rises from 1 to infinity. A nonzero solution therefore requires $2\beta g^2/\omega>1$. When it exists, the exponent rises away from $m=0$, so the nonzero solution is the maximum. Hence
\begin{equation}
kT_c=\frac{2g^2}{\omega}\qquad(\text{degenerate levels}).
\label{eq:specialTc}
\end{equation}
Below $T_c$ the attraction outweighs the entropy of random orientations. A level splitting does not commute with $M$, so the general case needs another method.

\section{The model and the result}

Give each atom a splitting $\varepsilon>0$ between $|g\rangle$ and $|e\rangle$. Let $\sigma^+=|e\rangle\langle g|$, $\sigma^-=|g\rangle\langle e|$, $\sigma^x=\sigma^++\sigma^-$, and let $\sigma^z$ be $+1$ in $|e\rangle$ and $-1$ in $|g\rangle$. The Hamiltonian is
\begin{equation}
H=\omega a^\dagger a+\sum_j\left\{\frac{\varepsilon}{2}\sigma^z_j+\frac{g}{\sqrt N}\left[a\sigma^+_j+a^\dagger\sigma^-_j+\kappa(a^\dagger\sigma^+_j+a\sigma^-_j)\right]\right\},
\label{eq:H}
\end{equation}
with $0\le\kappa\le1$. The value $\kappa=0$ is the rotating-wave model; $\kappa=1$ is the full Dicke model. The factor $1/\sqrt N$ corresponds to a mode volume that grows with $N$ at fixed atomic density. Define $G=(1+\kappa)g$.

In the limit $N\to\infty$ at fixed temperature, the photon density $u=\langle a^\dagger a\rangle/N$ is nonzero if $G^2>\omega\varepsilon$ and $T<T_c$, and zero otherwise, where
\begin{equation}
\tanh\frac{\varepsilon}{2kT_c}=\frac{\omega\varepsilon}{G^2}.
\label{eq:Tc}
\end{equation}

\section{First derivation: the coherent-state trace}

\subsection{Replacing the field operator by a number}

Coherent states satisfy $a|\alpha\rangle=\alpha|\alpha\rangle$ and $\int\frac{d^2\alpha}{\pi}|\alpha\rangle\langle\alpha|=1$, so
\begin{equation}
Z=\operatorname{Tr}e^{-\beta H}=\int\frac{d^2\alpha}{\pi}\operatorname{Tr}_{\rm at}\langle\alpha|e^{-\beta H}|\alpha\rangle .
\end{equation}
The key step is to replace $a$ by $\alpha$ and $a^\dagger$ by $\alpha^*$ in the exponent. This puts the atomic operator $h(\alpha)=\langle\alpha|H|\alpha\rangle$ in place of $H$. With $\alpha=\sqrt N(x+iy)$, each atom has the matrix
\begin{equation}
\begin{pmatrix}\varepsilon/2&c\\c^*&-\varepsilon/2\end{pmatrix},\qquad
c=g\,\frac{\alpha+\kappa\alpha^*}{\sqrt N}=g[(1+\kappa)x+i(1-\kappa)y].
\end{equation}
It is traceless with determinant $-(\varepsilon^2/4+|c|^2)$, so its eigenvalues are $\pm E$ with
\begin{equation}
E^2=\frac{\varepsilon^2}{4}+g^2\left[(1+\kappa)^2x^2+(1-\kappa)^2y^2\right].
\label{eq:Exy}
\end{equation}
The atoms are now independent, each contributing $e^{\beta E}+e^{-\beta E}$:
\begin{equation}
Z_{\rm cl}=\int\frac{d^2\alpha}{\pi}\,e^{-\beta\omega|\alpha|^2}(2\cosh\beta E)^N .
\label{eq:Zcl}
\end{equation}

\subsection{How large the error can be}

The replacement ignores $[a,a^\dagger]=1$, so $Z_{\rm cl}\ne Z$ in general. Two applications of Jensen's inequality for the convex function $e^{-\beta t}$ bound the difference.

For a lower bound, let $|k_\alpha\rangle$ be the eigenvectors of $h(\alpha)$, with eigenvalues $h_k(\alpha)$. In any normalized state $|\psi\rangle$ the energies $E_r$ of $H$ occur with probabilities $p_r$, and $\sum_rp_re^{-\beta E_r}\ge e^{-\beta\sum_rp_rE_r}$. That is, $\langle\psi|e^{-\beta H}|\psi\rangle\ge e^{-\beta\langle\psi|H|\psi\rangle}$. Taking $|\psi\rangle=|\alpha\rangle|k_\alpha\rangle$, whose mean energy is $h_k(\alpha)$, then summing over $k$ and integrating over $\alpha$, gives $Z\ge Z_{\rm cl}$.

For an upper bound, insert the resolution of unity between $a$ and $a^\dagger$:
\begin{equation}
aa^\dagger=\int\frac{d^2\alpha}{\pi}\,|\alpha|^2|\alpha\rangle\langle\alpha| .
\end{equation}
Likewise $a$ and $a^\dagger$ are represented by $\alpha$ and $\alpha^*$. Because $a^\dagger a=aa^\dagger-1$,
\begin{equation}
H=\int\frac{d^2\alpha}{\pi}\,|\alpha\rangle\langle\alpha|\otimes[h(\alpha)-\omega].
\end{equation}
For an eigenstate $|r\rangle$ of $H$, set $w_{kr}(\alpha)=|\langle\alpha,k_\alpha|r\rangle|^2$. These weights obey $\int\frac{d^2\alpha}{\pi}\sum_kw_{kr}=1$ because $|r\rangle$ is normalized, and
\begin{equation}
E_r=\int\frac{d^2\alpha}{\pi}\sum_kw_{kr}(\alpha)[h_k(\alpha)-\omega].
\end{equation}
Jensen's inequality moves the exponential inside this average. Since $\sum_rw_{kr}(\alpha)=1$ by completeness, summing over $r$ gives
\begin{equation}
Z\le\int\frac{d^2\alpha}{\pi}\sum_ke^{-\beta[h_k(\alpha)-\omega]}=e^{\beta\omega}Z_{\rm cl}.
\end{equation}
Together,
\begin{equation}
Z_{\rm cl}\le Z\le e^{\beta\omega}Z_{\rm cl}.
\label{eq:bounds}
\end{equation}
The replacement therefore changes the free energy per atom, $-kT\ln Z/N$, by at most $\omega/N$.

The degenerate case shows the error explicitly. For fixed $M$, the Gaussian integral in $Z_{\rm cl}$ gives $e^{\beta g^2M^2/(N\omega)}/(\beta\omega)$. Comparison with (\ref{eq:special}) yields $Z_0/Z_{\rm cl}=\beta\omega/(1-e^{-\beta\omega})$, a factor independent of $N$.

\subsection{The dominant field amplitude}

Since $d^2\alpha=N\,dx\,dy$, equation (\ref{eq:Zcl}) becomes
\begin{equation}
Z_{\rm cl}=\frac N\pi\int dx\,dy\,e^{N\phi},\qquad
\phi=-\beta\omega(x^2+y^2)+\ln(2\cosh\beta E).
\end{equation}
Let $\phi_m$ be the maximum of $\phi$. From above, $\int e^{N\phi}\le e^{(N-1)\phi_m}\int e^\phi$; the last integral is finite because $\ln(2\cosh\beta E)$ grows only linearly with the amplitude. From below, for any $\delta>0$ the region where $\phi>\phi_m-\delta$ has an area $A_\delta>0$, and $\int e^{N\phi}\ge A_\delta e^{N(\phi_m-\delta)}$. Taking logarithms, dividing by $N$, and letting $N\to\infty$ and then $\delta\to0$ gives $\ln Z_{\rm cl}/N\to\phi_m$.

To find the maximum, write $u=x^2+y^2$. Because $(1+\kappa)^2-(1-\kappa)^2=4\kappa$,
\begin{equation}
E^2=\frac{\varepsilon^2}{4}+G^2u-4\kappa g^2y^2 .
\end{equation}
At fixed $u$, $E$ is largest at $y=0$. For $\kappa=0$ the phase does not matter. By (\ref{eq:bounds}) the limiting free energy per atom is thus
\begin{equation}
f=\min_{u\ge0}\left[\omega u-kT\ln(2\cosh\beta E)\right],\qquad E^2=\frac{\varepsilon^2}{4}+G^2u .
\label{eq:f}
\end{equation}
The first term is the cost of the field; the second is the free energy of an atom whose levels the field has pushed apart.

Now $dE/du=G^2/(2E)$, so
\begin{equation}
\frac{d\phi}{du}=\beta\left[-\omega+\frac{G^2}{2E}\tanh\beta E\right].
\label{eq:slope}
\end{equation}
The function $\tanh s/s$ decreases for $s>0$, since
\begin{equation}
\frac{d}{ds}\frac{\tanh s}{s}=\frac{2s-\sinh2s}{2s^2\cosh^2s}<0 .
\end{equation}
The slope (\ref{eq:slope}) therefore falls steadily with $u$ and ends negative. If it is not positive at $u=0$, the maximum is at $u=0$. If it is positive there, the maximum is the single solution of the gap equation
\begin{equation}
\frac{2\omega E}{G^2}=\tanh\frac{E}{kT}.
\label{eq:gap}
\end{equation}
At $u=0$ we have $E=\varepsilon/2$, and the slope is positive when
\begin{equation}
\tanh\frac{\varepsilon}{2kT}>\frac{\omega\varepsilon}{G^2}.
\label{eq:condition}
\end{equation}
The left side decreases with temperature and stays below 1. Condition (\ref{eq:condition}) can thus be met only if $G^2>\omega\varepsilon$, and equality defines
\begin{equation}
kT_c=\frac{\varepsilon}{2\operatorname{artanh}(\omega\varepsilon/G^2)} .
\label{eq:explicit}
\end{equation}

The maximizing $u$ is indeed the photon density. The free energy is a minimum over density matrices of expressions linear in $\omega$, so it is concave in $\omega$, and its derivative $\langle a^\dagger a\rangle/N$ lies between the slopes of chords on either side. As $N\to\infty$ these become chord slopes of $f$. As the chords shrink they tend to $\partial f/\partial\omega$, which by (\ref{eq:f}) is the unique minimizing $u$.

\subsection{Limits}

At $T=0$, $\tanh(E/kT)=1$ and $E=G^2/(2\omega)$. For $G^2>\omega\varepsilon$ this gives
\begin{equation}
u_0=\frac{E^2-\varepsilon^2/4}{G^2}=\frac{G^2}{4\omega^2}-\frac{\varepsilon^2}{4G^2}.
\label{eq:u0}
\end{equation}
As $T$ rises to $T_c$, the root of (\ref{eq:gap}) moves continuously to $\varepsilon/2$, so $u$ vanishes without a jump. As $G^2$ falls to $\omega\varepsilon$, the inverse hyperbolic tangent diverges and $T_c\to0$. For $\varepsilon\to0$, $\operatorname{artanh}q\simeq q$ gives $kT_c\to G^2/(2\omega)$; with $\kappa=1$ and $G=2g$ this is (\ref{eq:specialTc}).

\section{Second derivation: a self-consistent field}

The same gap equation follows from the balance between the field and the atomic dipoles that drive it. In thermal equilibrium $\langle[a,H]\rangle=0$, because the density matrix commutes with $H$. In (\ref{eq:H}) only the terms containing $a^\dagger$ contribute to the commutator:
\begin{equation}
\omega\langle a\rangle+\frac{g}{\sqrt N}\sum_j\langle\sigma^-_j+\kappa\sigma^+_j\rangle=0 .
\label{eq:balance}
\end{equation}
This is exact, but at finite $N$ it reads $0=0$. The Hamiltonian is unchanged when $a$ and all $\sigma^\pm_j$ change sign, so both averages vanish.

Two assumptions make it useful. The first is that for large $N$ there is a state of broken symmetry with $\langle a\rangle=\sqrt N\,x$, where $x$ is taken real. The second is that each atom responds to this mean field alone, with fluctuations and correlations neglected. Each atom then has the Hamiltonian
\begin{equation}
h_1=\frac{\varepsilon}{2}\sigma^z+Gx\,\sigma^x,\qquad h_1^2=E^2=\frac{\varepsilon^2}{4}+G^2x^2 .
\end{equation}
Because $h_1^2$ is a number, the exponential series splits into even and odd parts:
\begin{equation}
e^{-\beta h_1}=\cosh\beta E-\frac{h_1}{E}\sinh\beta E .
\end{equation}
Its trace is $2\cosh\beta E$, and $\operatorname{Tr}(\sigma^xh_1)=2Gx$. Therefore
\begin{equation}
\langle\sigma^x\rangle=-\frac{Gx}{E}\tanh\beta E .
\label{eq:dipole}
\end{equation}
Since $h_1$ contains no $\sigma^y$, $\langle\sigma^+\rangle=\langle\sigma^-\rangle=\langle\sigma^x\rangle/2$. Equation (\ref{eq:balance}), divided by $\sqrt N$, becomes
\begin{equation}
\omega x=-\frac G2\langle\sigma^x\rangle=\frac{G^2}{2E}\,x\tanh\beta E .
\end{equation}
Either $x=0$, or division by $x$ gives (\ref{eq:gap}) with $u=x^2$.

For a weak field, $E\to\varepsilon/2$. A trial amplitude $x$ polarizes the atoms, and the polarized atoms sustain an amplitude $x\,G^2\tanh(\beta\varepsilon/2)/(\omega\varepsilon)$. At $T_c$ this factor is one. Heating lowers it, because an atom with nearly equal populations in its two levels responds weakly.

\section{What each derivation assumes}

The first derivation assumes the Hamiltonian (\ref{eq:H}) and the limit $N\to\infty$ at fixed temperature. By (\ref{eq:bounds}), the free energy per atom can be computed with the atoms independent at each fixed $\alpha$; this is not a further assumption. In the thermal state below $T_c$ the atoms are still correlated, because they share the same field. No symmetry is broken by hand: for $\kappa=0$ all phases of $\alpha$ contribute equally, yet $u$ is nonzero.

The second derivation assumes a nonzero mean field and uncorrelated atoms. In return it is shorter and shows the feedback directly. It finds stationary states without ranking them. Below $T_c$ the solution $x=0$ remains, and the balance equation alone does not reject it. For $0<\kappa<1$ one may also try an imaginary amplitude, $\langle a\rangle=i\sqrt N\,y$. The atomic coupling is then $(1-\kappa)g$, and a second gap equation with this smaller coupling can have solutions. The free energy (\ref{eq:f}) settles both questions: $u=0$ is not its minimum below $T_c$, and at equal $u$ the real amplitude gives the larger $E$ and hence the lower free energy.

\section{A worked example}

Take $\omega=0.010$ Ry, $\varepsilon=0.008$ Ry and $G=0.012$ Ry. The threshold is $\sqrt{\omega\varepsilon}=0.00894$ Ry, so the coupling is strong enough. Then
\begin{align}
\frac{\omega\varepsilon}{G^2}&=\frac{8.0\times10^{-5}}{1.44\times10^{-4}}=0.5556,\qquad \operatorname{artanh}(0.5556)=0.6264,\\
kT_c&=\frac{0.008}{2\times0.6264}\ \text{Ry}=0.00639\ \text{Ry},
\end{align}
or $T_c\simeq1008$ K. These parameters are illustrative and describe the Hamiltonian (\ref{eq:H}), not a particular material; the last section shows that the transition can disappear once the quadratic field term is kept. Equation (\ref{eq:u0}) gives $u_0=0.3600-0.1111=0.2489$. At $kT=0.003$ Ry the gap equation gives $E=0.007072$ Ry, so
\begin{equation}
u=\frac{(0.007072)^2-(0.004)^2}{(0.012)^2}=0.236 .
\end{equation}
At $kT=0.006$ Ry the density has fallen to $0.045$.

Exact spectra of the rotating-wave model show the approach to the limit. Here $g=G$ exceeds $\omega$, so this model is not an approximation to the full Dicke model with the same $g$, which has $G=0.024$ Ry and $kT_c=0.0286$ Ry; the two share their limit only at equal $G$. At $kT=0.003$ Ry, $u=0.257$, $0.246$ and $0.241$ for $N=16$, 32 and 64. For $N=64$ the free energy per atom lies $1.46\times10^{-4}$ Ry below its limit. Of this, $kT\ln(Z/Z_{\rm cl})/N=0.003\times0.860/64=0.40\times10^{-4}$ Ry comes from replacing $a$ by a number. The rest is the finite-$N$ correction to the integral. At $kT=0.012$ Ry, above $T_c$, the densities are $0.133$, $0.070$ and $0.036$, nearly halving at each doubling of $N$.

The critical point can also be located from the exact spectra. For $\kappa=0$ the measure is $dx\,dy=\pi\,du$ after the phase integral. At $T_c$ the slope (\ref{eq:slope}) vanishes at $u=0$, so the leading weight is $e^{-cNu^2}$ with $c>0$, and its mean is
\begin{equation}
\frac{\int_0^\infty u\,e^{-cNu^2}du}{\int_0^\infty e^{-cNu^2}du}=\frac{1/(2cN)}{\frac12\sqrt{\pi/(cN)}}=\frac{1}{\sqrt{\pi cN}} .
\end{equation}
In the weight of $Z_{\rm cl}$ the mean of $Nu$ at $T_c$ is thus $\sqrt{N/(\pi c)}$ to leading order in $N$. The exact photon number is $-kT\,\partial\ln Z/\partial\omega$, which equals this mean minus $kT\,\partial_\omega\ln(Z/Z_{\rm cl})$. The bounds (\ref{eq:bounds}) limit $\ln(Z/Z_{\rm cl})$ but not its derivative, so we assume here that the derivative stays bounded as $N$ grows. The exact photon number then also grows as $\sqrt N$ at $T_c$, and curves of $\langle a^\dagger a\rangle/\sqrt N$ for different $N$ should cross nearby. They cross at $kT=0.00625$ Ry for $N=16$ and 32, and at $0.00632$ Ry for $N=32$ and 64. If the shift is assumed to scale as $1/N$, extrapolation gives $0.00639$ Ry. The numerical check tests this value against (\ref{eq:explicit}) to 3\% of $T_c$.

\section{When the Hamiltonian itself is incomplete}

The result concerns (\ref{eq:H}), which has no term quadratic in the field. Add $D(a+a^\dagger)^2$ to the full Dicke model, $\kappa=1$. Reordering the operators adds constants $\pm D$, which alter (\ref{eq:bounds}) by factors independent of $N$. The number replacing the new term is $D(\alpha+\alpha^*)^2=4DNx^2$. On the real axis $\omega$ therefore becomes $\omega+4D$, and with $G=2g$ condition (\ref{eq:condition}) becomes
\begin{equation}
4g^2\tanh\frac{\varepsilon}{2kT}>(\omega+4D)\varepsilon .
\label{eq:Dcondition}
\end{equation}

For atoms with one electron of charge $q$ and mass $m$ in a uniform vector potential $A_0(a+a^\dagger)$, the kinetic energy $(p-qA)^2/2m$ fixes both constants:
\begin{equation}
\frac{g}{\sqrt N}=\frac{|qA_0p_{eg}|}{m},\quad D=\frac{Nq^2A_0^2}{2m},\quad
\frac{g^2}{D}=\frac{2|p_{eg}|^2}{m}=f_{eg}\varepsilon ,
\end{equation}
where $f_{eg}=2|p_{eg}|^2/(m\varepsilon)$ is the oscillator strength. For an atomic potential that depends on position alone, $[x,H_{\rm at}]=ip/m$, so $p_{ng}=im(E_n-E_g)x_{ng}$. Using this for one factor of $|p_{ng}|^2$ and averaging with the complex conjugate gives $f_{ng}=i(p_{gn}x_{ng}-x_{gn}p_{ng})$, whence
\begin{equation}
\sum_nf_{ng}=i\langle g|[p,x]|g\rangle=1 .
\end{equation}
From the ground state every term is non-negative, so $f_{eg}\le1$ and $D\ge g^2/\varepsilon$. The right side of (\ref{eq:Dcondition}) is then at least $\omega\varepsilon+4g^2$, which exceeds the left side at every temperature. This model has no transition.

The bound $f_{eg}=1$ is reached only in a harmonic potential, whose evenly spaced levels do not form a two-level atom; a well-isolated pair of levels has a smaller $f_{eg}$ and hence a larger $D$. With $g=0.006$ Ry and the lower bound $D=0.0045$ Ry, the case most favourable to a transition, the two sides at $T=0$ are $1.44\times10^{-4}$ and $2.24\times10^{-4}$ Ry$^2$. At $kT=0.003$ Ry exact diagonalization gives $u=0.015$ for $N=8$ and $0.008$ for $N=16$; without the quadratic term the values are $0.212$ and $0.218$. The conclusion holds for one uniform mode and two-level atoms without direct interactions; it does not decide what happens in matter where those restrictions fail.

\section*{Computed results}
\begin{verbatim}
omega = 0.010 Ry, epsilon = 0.008 Ry, G = 0.012 Ry
threshold coupling sqrt(omega eps) = 0.008944 Ry
omega eps / G^2 = 0.555556
artanh of that ratio = 0.626381
kTc = 0.006386 Ry; Tc = 1008.3 K
photon density at T = 0: u = 0.248889
kT = 0.0020 Ry: E = 0.007189 Ry, u = 0.247804
kT = 0.0030 Ry: E = 0.007072 Ry, u = 0.236211
kT = 0.0040 Ry: E = 0.006716 Ry, u = 0.202075
kT = 0.0050 Ry: E = 0.006004 Ry, u = 0.139233
kT = 0.0060 Ry: E = 0.004742 Ry, u = 0.045026
kT = 0.0063 Ry: E = 0.004184 Ry, u = 0.010444
ordered phase at kT = 0.003 Ry, rotating-wave model:
limit: f = -0.0047367 Ry, u = 0.23621
N = 16: exact f = -0.0051927 Ry, u = 0.25657, ln(Z/Zcl) = 0.8696
N = 32: exact f = -0.0049969 Ry, u = 0.24603, ln(Z/Zcl) = 0.8625
N = 64: exact f = -0.0048829 Ry, u = 0.24112, ln(Z/Zcl) = 0.8599
upper bound on ln(Z/Zcl) there = 3.3333
normal phase at kT = 0.012 Ry, exact u for N = 16, 32, 64: 0.13287, 0.07013, 0.03626
crossing of <n>/sqrt(N), N = 16 and 32: kT = 0.006252 Ry
crossing of <n>/sqrt(N), N = 32 and 64: kT = 0.006321 Ry
extrapolated crossing (error ~ 1/N): kT = 0.006390 Ry
double well: f(0->1) = 0.91327, sum of f = 1.000000
full Dicke model: g = 0.006 Ry, smallest D = 0.0045 Ry
4 g^2 = 1.440e-04 Ry^2, (omega + 4D) eps = 2.240e-04 Ry^2
D = 0.0000 Ry, N = 8: exact f = -0.0051412 Ry, u = 0.21193
D = 0.0000 Ry, N = 16: exact f = -0.0049359 Ry, u = 0.21830
D = 0.0045 Ry, N = 8: exact f = -0.0039399 Ry, u = 0.01517
D = 0.0045 Ry, N = 16: exact f = -0.0040734 Ry, u = 0.00790
\end{verbatim}
